# In-plane and through-plane heat conduction in a four-plane circuit board: test program

```python
"""Effective heat conductivities of a board with continuous copper planes.

Result under test, for copper fraction f, copper k_cu and laminate k_lam:
  in-plane       k_in  = f*k_cu + (1-f)*k_lam
  through-plane  k_thr = 1 / (f/k_cu + (1-f)/k_lam)
Both are compared with heat flows from a finite-volume solution of the
layered board. Lengths are in m, conductivities in W/(m K).
The program also sizes slots, vias and other effects left out of the formulas.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

t_board = 1.6e-3
t_cu = 35e-6
n_planes = 4
k_cu = 400.0      # rough value for copper near room temperature
k_lam = 0.3
k_air = 0.026     # rough value


def effective(t_plane=t_cu, copper=k_cu, lam_in=k_lam, lam_thr=k_lam):
    """Formulas under test: in-plane and through-plane conductivity."""
    f = n_planes * t_plane / t_board
    return (f * copper + (1 - f) * lam_in,
            1 / (f / copper + (1 - f) / lam_thr))


def stack(gaps, n_lam, n_cu):
    """Cell heights and conductivities; a copper plane follows each gap
    except the last one."""
    dz, k = [], []
    for i, gap in enumerate(gaps):
        if gap > 0:
            dz += [gap / n_lam] * n_lam
            k += [k_lam] * n_lam
        if i < n_planes:
            dz += [t_cu / n_cu] * n_cu
            k += [k_cu] * n_cu
    return np.array(dz), np.array(k)


def conductance(k, dx, dz, drive, radial=False):
    """Heat flow for 1 K between opposite isothermal sides, other sides
    insulated. Planar: W/K per metre of depth. Radial: W/K."""
    nx, nz = k.shape
    if radial:
        r = np.cumsum(dx)
        area = np.pi * np.diff(np.concatenate(([0.0], r**2)))
        side = 2 * np.pi * r[:-1]
    else:
        area = dx
        side = np.ones(nx - 1)
    half_x = dx[:, None] / (2 * k)
    half_z = dz[None, :] / (2 * k)
    g_x = side[:, None] * dz[None, :] / (half_x[:-1] + half_x[1:])
    g_z = area[:, None] / (half_z[:, :-1] + half_z[:, 1:])
    idx = np.arange(nx * nz).reshape(nx, nz)
    a = np.concatenate((idx[:-1].ravel(), idx[:, :-1].ravel()))
    b = np.concatenate((idx[1:].ravel(), idx[:, 1:].ravel()))
    g = np.concatenate((g_x.ravel(), g_z.ravel()))
    n = nx * nz
    diag = np.bincount(a, g, n) + np.bincount(b, g, n)
    if drive == "x":
        hot, cold = idx[0], idx[-1]
        g_hot, g_cold = dz / half_x[0], dz / half_x[-1]
    else:
        hot, cold = idx[:, 0], idx[:, -1]
        g_hot, g_cold = area / half_z[:, 0], area / half_z[:, -1]
    diag[hot] += g_hot
    diag[cold] += g_cold
    every = np.arange(n)
    matrix = coo_matrix((np.concatenate((diag, -g, -g)),
                         (np.concatenate((every, a, b)),
                          np.concatenate((every, b, a)))),
                        shape=(n, n)).tocsc()
    rhs = np.zeros(n)
    rhs[hot] = g_hot
    temp = spsolve(matrix, rhs)
    return float(np.sum(g_hot * (1 - temp[hot])))


def surface_response(dz, kx, kz, width):
    """Surface temperature amplitude per unit flux amplitude (m2 K/W) for
    cosine heating of the top face; width is half the wavelength."""
    p = np.pi / width
    g = 1 / (dz[:-1] / (2 * kz[:-1]) + dz[1:] / (2 * kz[1:]))
    diag = kx * p**2 * dz
    diag[:-1] += g
    diag[1:] += g
    matrix = np.diag(diag) - np.diag(g, 1) - np.diag(g, -1)
    rhs = np.zeros(len(dz))
    rhs[0] = 1.0
    return np.linalg.solve(matrix, rhs)[0] + dz[0] / (2 * kz[0])


f_cu = n_planes * t_cu / t_board
k_in, k_thr = effective()
t_lam = t_board - n_planes * t_cu
placements = {"buried": [t_lam / 5] * 5,
              "exposed": [0.0] + [t_lam / 3] * 3 + [0.0]}

print(f"board {t_board*1e3:.1f} mm, {n_planes} planes of {t_cu*1e6:.0f} um")
print(f"k copper {k_cu:.0f}, k laminate {k_lam:.1f} W/(m K)")
print(f"total copper {n_planes*t_cu*1e3:.3f} mm, laminate {t_lam*1e3:.3f} mm")
print(f"copper fraction {f_cu:.4f}")
print(f"in-plane: copper term {f_cu*k_cu:.3f}, "
      f"laminate term {(1-f_cu)*k_lam:.3f} W/(m K)")
print(f"k in-plane (formula) {k_in:.2f} W/(m K)")
print(f"k through-plane (formula) {k_thr:.4f} W/(m K)")
print(f"k_lam/(1-f) {k_lam/(1-f_cu):.4f} W/(m K)")
print(f"ratio in-plane/through-plane {k_in/k_thr:.1f}")
print(f"heat share of copper, in-plane {100*f_cu*k_cu/k_in:.2f} %")
print(f"temperature-drop share of copper, through-plane "
      f"{100*f_cu/k_cu*k_thr:.4f} %")

# Total heat flow through the layered board, no temperature profile assumed
length = 20e-3
dx_even = np.full(20, length / 20)
for name, gaps in placements.items():
    dz, k_col = stack(gaps, 8, 2)
    k_map = np.tile(k_col, (20, 1))
    num_in = conductance(k_map, dx_even, dz, "x") * length / t_board
    num_thr = conductance(k_map, dx_even, dz, "z") * t_board / length
    assert abs(num_in / k_in - 1) < 1e-6
    assert abs(num_thr / k_thr - 1) < 1e-6
    print(f"solver, {name} planes: in-plane {num_in:.2f}, "
          f"through-plane {num_thr:.4f} W/(m K)")

drop_in = 0.100 / (k_in * 0.050 * t_board)
drop_thr = t_board / (k_thr * 0.010**2)
print(f"1 W along strip 100 mm long, 50 mm wide: {drop_in:.1f} K")
print(f"1 W through a 10 mm x 10 mm square: {drop_thr:.1f} K")

# Cosine heating: where the uniform effective board may replace the layers
w_limit = np.pi * t_board * np.sqrt(k_in / k_thr)
print(f"zone width where m*t = 1: {w_limit*1e3:.0f} mm")
print("surface amplitude in K per kW/m2 (deviation from effective board)")
deviation = {}
for width in (1.0, 0.1, 0.01):
    m = np.pi / width * np.sqrt(k_in / k_thr)
    formula = 1 / (k_thr * m * np.tanh(m * t_board))
    dz_u = np.full(600, t_board / 600)
    uniform = surface_response(dz_u, np.full(600, k_in),
                               np.full(600, k_thr), width)
    assert abs(uniform / formula - 1) < 1e-3
    parts = []
    for name, gaps in placements.items():
        dz, k_col = stack(gaps, 100, 5)
        layered = surface_response(dz, k_col, k_col, width)
        dev = layered / formula - 1
        deviation[name, width] = dev
        parts.append(f"{name} {layered*1e3:.3f} ({100*dev:+.2f} %)")
    print(f"  width {width*1e3:.0f} mm: effective {formula*1e3:.3f}, "
          + ", ".join(parts))
for name in placements:
    assert abs(deviation[name, 1.0]) < 0.003
    assert abs(deviation[name, 0.1]) < 0.03
assert deviation["buried", 0.01] > 0.2
assert deviation["exposed", 0.01] < -0.2

# All planes cut by an aligned slot, buried placement
slot, period = 0.5e-3, 20e-3


def slotted(n):
    """In-plane conductivity with slots; n sets the grid fineness."""
    reach = (period - slot) / 2
    fine = 0.02e-3
    outer = np.diff(np.geomspace(fine, reach + fine, 4 * n + 1))
    dx = np.concatenate((outer[::-1], np.full(2 * n, slot / (2 * n)), outer))
    dz, k_col = stack(placements["buried"], n, max(2, n // 6))
    k_map = np.tile(k_col, (len(dx), 1))
    k_map[4 * n:6 * n, :] = k_lam
    return conductance(k_map, dx, dz, "x") * period / t_board


k_slot_coarse, k_slot = slotted(12), slotted(24)
slot_low = (f_cu * period / ((period - slot) / k_cu + slot / k_lam)
            + (1 - f_cu) * k_lam)
slot_high = period / ((period - slot) / k_in + slot / k_lam)
assert slot_low < k_slot < slot_high
assert abs(k_slot / k_slot_coarse - 1) < 0.03  # singular slot corners
assert k_slot < 0.5 * k_in
print(f"slots {slot*1e3:.1f} mm every {period*1e3:.0f} mm: in-plane "
      f"{k_slot:.1f} W/(m K)")
print(f"  limits {slot_low:.2f} and {slot_high:.2f} W/(m K)")

# Plated holes, one per circular cell of the same area as the square cell
r_hole, wall = 0.15e-3, 25e-6
r_bore = r_hole - wall
print(f"via: drilled {2e3*r_hole:.2f} mm, copper wall {wall*1e6:.0f} um")
for pitch in (1e-3, 10e-3):
    r_cell = pitch / np.sqrt(np.pi)
    outer = np.diff(np.geomspace(r_hole, r_cell, 41))
    dr = np.concatenate((np.full(4, r_bore / 4), np.full(4, wall / 4), outer))
    dz, k_col = stack(placements["buried"], 16, 4)
    k_map = np.tile(k_col, (len(dr), 1))
    k_map[:4, :] = k_air
    k_map[4:8, :] = k_cu
    k_via = conductance(k_map, dr, dz, "z", radial=True) * t_board / pitch**2
    f_bore = np.pi * r_bore**2 / pitch**2
    f_wall = np.pi * (r_hole**2 - r_bore**2) / pitch**2
    f_rest = 1 - f_bore - f_wall
    via_low = f_wall * k_cu + f_bore * k_air + f_rest * k_thr
    in_lam = f_wall * k_cu + f_bore * k_air + f_rest * k_lam
    in_cu = (f_wall + f_rest) * k_cu + f_bore * k_air
    via_high = 1 / ((1 - f_cu) / in_lam + f_cu / in_cu)
    assert via_low * (1 - 1e-6) < k_via < via_high * (1 + 1e-6)
    assert k_via > 1.1 * k_thr
    print(f"  pitch {pitch*1e3:.0f} mm: wall area {100*f_wall:.4f} %, "
          f"through-plane {k_via:.3f} W/(m K)")
    print(f"    limits {via_low:.3f} and {via_high:.3f} W/(m K), "
          f"{k_via/k_thr:.2f} times the via-free value")

# Smaller neglected effects, each with a rough typical input
lam_in_rough = 0.8
k_glass = effective(lam_in=lam_in_rough)[0]
print(f"laminate in-plane {lam_in_rough} W/(m K): k in-plane {k_glass:.2f} "
      f"W/(m K) ({100*(k_glass/k_in-1):+.1f} %)")
thin = 30e-6
k_thin_in, k_thin_thr = effective(t_plane=thin)
print(f"finished foil {thin*1e6:.0f} um: k in-plane {k_thin_in:.2f} "
      f"({100*(k_thin_in/k_in-1):+.1f} %), through {k_thin_thr:.4f} W/(m K)")
slope, rise = -0.07, 60.0
k_warm = effective(copper=k_cu + slope * rise)[0]
print(f"copper {rise:.0f} K warmer, slope {slope} W/(m K) per K: k in-plane "
      f"{k_warm:.2f} W/(m K) ({100*(k_warm/k_in-1):+.1f} %)")
r_contact = 1e-7
added = 2 * n_planes * r_contact / (t_board / k_thr)
print(f"8 interfaces of {r_contact:.0e} m2 K/W add {100*added:.3f} % "
      "to the through-plane resistance")
print("OK")
```

Running it gives:

```
board 1.6 mm, 4 planes of 35 um
k copper 400, k laminate 0.3 W/(m K)
total copper 0.140 mm, laminate 1.460 mm
copper fraction 0.0875
in-plane: copper term 35.000, laminate term 0.274 W/(m K)
k in-plane (formula) 35.27 W/(m K)
k through-plane (formula) 0.3287 W/(m K)
k_lam/(1-f) 0.3288 W/(m K)
ratio in-plane/through-plane 107.3
heat share of copper, in-plane 99.22 %
temperature-drop share of copper, through-plane 0.0072 %
solver, buried planes: in-plane 35.27, through-plane 0.3287 W/(m K)
solver, exposed planes: in-plane 35.27, through-plane 0.3287 W/(m K)
1 W along strip 100 mm long, 50 mm wide: 35.4 K
1 W through a 10 mm x 10 mm square: 48.7 K
zone width where m*t = 1: 52 mm
surface amplitude in K per kW/m2 (deviation from effective board)
  width 1000 mm: effective 1796.887, buried 1797.089 (+0.01 %), exposed 1796.686 (-0.01 %)
  width 100 mm: effective 19.546, buried 19.759 (+1.09 %), exposed 19.327 (-1.12 %)
  width 10 mm: effective 0.935, buried 1.447 (+54.83 %), exposed 0.540 (-42.18 %)
slots 0.5 mm every 20 mm: in-plane 7.4 W/(m K)
  limits 1.29 and 9.01 W/(m K)
via: drilled 0.30 mm, copper wall 25 um
  pitch 1 mm: wall area 2.1598 %, through-plane 9.085 W/(m K)
    limits 8.946 and 9.753 W/(m K), 27.64 times the via-free value
  pitch 10 mm: wall area 0.0216 %, through-plane 0.416 W/(m K)
    limits 0.415 and 0.423 W/(m K), 1.27 times the via-free value
laminate in-plane 0.8 W/(m K): k in-plane 35.73 W/(m K) (+1.3 %)
finished foil 30 um: k in-plane 30.28 (-14.2 %), through 0.3243 W/(m K)
copper 60 K warmer, slope -0.07 W/(m K) per K: k in-plane 34.91 W/(m K) (-1.0 %)
8 interfaces of 1e-07 m2 K/W add 0.016 % to the through-plane resistance
OK
```
